# The Eyring Barrier Behind a Pseudo-First-Order Deprotection Rate

## Problem

In a chemically amplified resist, an acid removes protecting groups from a polymer while the film is baked. The acid is a catalyst: each cleavage returns it. At $T=383$ K the concentration of protected sites decays exponentially with rate constant $k=0.05\ \mathrm{s^{-1}}$.

The following model describes the chemistry. A protected site S reversibly takes up a proton from the acid, and the protonated site then cleaves:

$$
\mathrm{S}+\text{acid}\;\rightleftharpoons\;\mathrm{SH^+}\;\longrightarrow\;\text{product}+\text{acid}.
$$

The acid concentration is $a=50\ \mathrm{mol/m^3}$ and the initial concentration of protected sites is $1000\ \mathrm{mol/m^3}$. Protonation is fast, with equilibrium constant $K=10^{-6}\ \mathrm{m^3/mol}$. The anion of the acid is taken to stay paired with the proton, so it does not appear as a separate species in the equilibrium. These are round model parameters.

(a) What Gibbs energy of activation does Eyring theory with unit transmission coefficient assign to the measured $k$?

(b) What is the Gibbs barrier for cleavage of a site that is already protonated?

(c) What does the result say about the rate at 393 K?

## A tempting solution

The Eyring equation with unit transmission coefficient reads

$$
k=\frac{k_BT}{h}\,e^{-\Delta G^\ddagger/RT},
$$

where $k_B$, $h$ and $R$ are the Boltzmann, Planck and gas constants. Solving for the barrier gives

$$
\Delta G^\ddagger=RT\ln\frac{k_BT}{hk}=104.14\ \mathrm{kJ/mol}.
$$

Protonation is fast, so cleavage is the slow step, and the slow step sets the rate. The protonated site must therefore climb a barrier of 104.14 kJ/mol. This is also the activation energy, so it can be put into the Arrhenius equation to predict the rate at 393 K.

## Where it fails

The inversion is correct, and so is its number. The faults lie in the last two sentences of the argument.

Suppose that a protonated site did have a cleavage barrier of 104.14 kJ/mol. By the same Eyring equation, each protonated site would then cleave at $0.05\ \mathrm{s^{-1}}$. But few sites are protonated. At equilibrium the ratio of protonated to unprotonated sites is

$$
Ka=(10^{-6}\ \mathrm{m^3/mol})(50\ \mathrm{mol/m^3})=5\times10^{-5}.
$$

The site population as a whole would decay at about $5\times10^{-5}\times0.05\ \mathrm{s^{-1}}=2.5\times10^{-6}\ \mathrm{s^{-1}}$, which contradicts the measured rate by a factor of 20 000. The measured constant counts cleavages per protected site, not per protonated site. Its barrier starts from the unprotonated site and includes the cost of protonation.

The second fault is to equate a Gibbs energy with an Arrhenius energy. The first is fixed by a rate at one temperature, the second by the change of the rate with temperature. One measured rate cannot supply both.

## What the measured constant means

Let $p$ be the concentration of unprotonated protected sites, $c$ that of protonated sites, and $a$ that of free acid. The film is taken as uniform, with no loss of acid and no delay by diffusion. Concentrations stand in for activities, as in an ideal mixture.

For fast protonation, $c=Kap$. If $k_s$ is the cleavage rate constant of a protonated site, sites disappear at the rate

$$
k_sc=k_sKap .
$$

When $Ka\ll1$, nearly all remaining sites are unprotonated, so the loss rate may be written as $-dp/dt$:

$$
\frac{dp}{dt}=-k_2ap,\qquad k_2=Kk_s .
$$

The process is second order: first order in sites and first order in acid. Because the acid is returned, $a$ stays constant as long as little of it is bound. Then $k=k_2a$ is a constant, and separating the variables gives

$$
\int_{p_0}^{p}\frac{dp'}{p'}=-k\int_0^t dt'
\quad\Longrightarrow\quad
p=p_0e^{-kt}.
$$

This is the pseudo-first-order law. Setting $p=p_0/2$ gives the half-life $\ln2/k=13.86$ s. After 60 s the exponent is $-3$, and the remaining fraction is 0.0498.

## Why the prefactor is $k_BT/h$

Take one reaction coordinate $x$ with effective mass $m$ and momentum $P$. Reactants lie at $x<0$, and the dividing surface is at $x=0$. Three assumptions enter: the motion is classical, the reactants are in thermal equilibrium, and a trajectory that crosses the surface forward does not return. The last one is the meaning of a unit transmission coefficient here.

With potential $V(x)$, the reactant partition function is

$$
Q_R=\frac1h\int_{-\infty}^{\infty}dP\int_{x<0}dx\;
e^{-[P^2/2m+V(x)]/k_BT}.
$$

The probability density of finding a reactant at $(x,P)$ is the Boltzmann factor divided by $hQ_R$. During a short time $dt$, a particle with $P>0$ crosses the surface if it starts within a distance $(P/m)\,dt$ of it. Summing over positive momenta and dividing by $dt$ gives the rate constant:

$$
k=\frac{e^{-V(0)/k_BT}}{hQ_R}
\int_0^\infty \frac Pm\,e^{-P^2/2mk_BT}\,dP .
$$

Substitute $u=P^2/(2mk_BT)$, so that $(P/m)\,dP=k_BT\,du$. The integral becomes

$$
k_BT\int_0^\infty e^{-u}\,du=k_BT .
$$

The mass has cancelled from the flux integral, because heavy particles move more slowly but spread over a wider range of momenta. Hence

$$
k=\frac{k_BT}{h}\,\frac{Q^\ddagger}{Q_R},\qquad Q^\ddagger=e^{-V(0)/k_BT}.
$$

With more coordinates, $Q^\ddagger$ is the partition function of all motions within the dividing surface, measured from the same energy zero as $Q_R$. The activation free energy is defined by

$$
\frac{Q^\ddagger}{Q_R}=e^{-\Delta G^\ddagger/RT}.
$$

For a film at constant pressure this is a Gibbs energy. In the one-coordinate model there is no volume, and it is simply a free energy.

## Solution of part (a)

Divide the Eyring equation by $k_BT/h$ and take the logarithm:

$$
\ln\frac{hk}{k_BT}=-\frac{\Delta G^\ddagger}{RT}.
$$

Multiplying by $-RT$ inverts the ratio inside the logarithm:

$$
\Delta G^\ddagger=RT\ln\frac{k_BT}{hk}.
$$

The argument is dimensionless, since $k_BT/h$ and $k$ are both in $\mathrm{s^{-1}}$. This is why the first-order constant $k$ can be inserted directly, whereas $k_2$ cannot. The numbers are

$$
\frac{k_BT}{h}
=\frac{(1.380649\times10^{-23}\ \mathrm{J/K})(383\ \mathrm K)}
{6.62607\times10^{-34}\ \mathrm{J\,s}}
=7.980\times10^{12}\ \mathrm{s^{-1}},
$$

$$
\ln\frac{7.980\times10^{12}}{0.05}
=\ln(1.596\times10^{14})=32.704,
$$

$$
RT=(8.314463\ \mathrm{J/(mol\,K)})(383\ \mathrm K)
=3.1844\ \mathrm{kJ/mol}.
$$

Their product is

$$
\Delta G^\ddagger=3.1844\times32.704\ \mathrm{kJ/mol}
=104.14\ \mathrm{kJ/mol},
$$

or 1.079 eV per molecule. This is the apparent barrier at 383 K and at an acid concentration of $50\ \mathrm{mol/m^3}$.

### How firm is the number?

If the true rate constant is $fk$ instead of $k$, the barrier changes by $-RT\ln f$. A factor of two shifts it by 2.21 kJ/mol, about 2 % of the barrier. The logarithm makes the barrier insensitive to the rate; conversely, a modest error in a calculated barrier gives a large error in a predicted rate.

At fixed $k$, the product rule gives the effect of an error in temperature:

$$
\frac{d\Delta G^\ddagger}{dT}
=R\ln\frac{k_BT}{hk}+RT\cdot\frac1T
=R\left(\ln\frac{k_BT}{hk}+1\right)
=0.280\ \mathrm{kJ/(mol\,K)}.
$$

An error of 1 K in the film temperature thus changes the inferred barrier by 0.28 kJ/mol. For a real film, "near 104 kJ/mol" is a fairer statement than one with two decimals. The decimals are kept here so that the sums below can be followed.

If some trajectories recross, the rate acquires a transmission coefficient $\kappa<1$, and the same inversion gives

$$
\Delta G^\ddagger_\kappa=RT\ln\frac{\kappa k_BT}{hk}
=\Delta G^\ddagger+RT\ln\kappa .
$$

For $\kappa=1/2$ the inferred barrier is lower by 2.21 kJ/mol. Part of the slowness is then due to recrossing, and less of it has to be explained by the barrier.

### A free energy is not a potential height

From the definitions of $Q^\ddagger$ and $\Delta G^\ddagger$, with $V_0$ the molar potential height above the well bottom, the one-coordinate model gives

$$
\Delta G^\ddagger=V_0+RT\ln Q_R .
$$

A test case is the double well $V(x)=V_0[1-(x/\ell)^2]^2$ with $\ell=10^{-10}$ m. The height was adjusted until numerical integration of the classical flux gave $k=0.05\ \mathrm{s^{-1}}$. For a mass of 50 u the height is 103.46 kJ/mol; for 200 u it is 101.22 kJ/mol. The free-energy barrier is 104.14 kJ/mol in both cases, as the inversion requires.

The difference in height can be traced. The momentum integral in $Q_R$ is proportional to $\sqrt m$, so a fourfold mass doubles $Q_R$ at fixed $V_0$. To keep $\Delta G^\ddagger$ fixed, $V_0$ must fall by about $RT\ln2=2.21$ kJ/mol. The computed fall is 2.24 kJ/mol. The small excess arises because a lower $V_0$ also gives a softer well. Near $x=-\ell$, with $q=x+\ell$, the potential is $4V_0q^2/\ell^2$, so the position integral grows as $V_0^{-1/2}$ and raises $Q_R$ a little further.

In this model the rate and the free energy are built from the same $Q_R$ and $Q^\ddagger$, so their agreement confirms only the momentum integral behind the prefactor. The $0.05\ \mathrm{s^{-1}}$ is the one-way flux per reactant: in the isolated, frictionless well a forward trajectory keeps its energy and returns through $x=0$ within a fraction of a picosecond, and a unit transmission coefficient needs surroundings that remove this energy. The model serves to show that $\Delta G^\ddagger$ and $V_0$ differ. It does not represent the quantized vibrations of a real polymer, for which $Q_R$ and $Q^\ddagger$ need quantum partition functions.

## Solution of part (b)

### Removing the acid concentration

The apparent barrier depends on how much acid is present. To obtain a quantity that does not, refer the second-order constant to a standard concentration $c^\circ=1000\ \mathrm{mol/m^3}$. The product $k_2c^\circ$ has the unit $\mathrm{s^{-1}}$, and

$$
\Delta G^{\ddagger\circ}=RT\ln\frac{k_BT}{hk_2c^\circ}.
$$

Insert $k_2=k/a$ and split the logarithm:

$$
\Delta G^{\ddagger\circ}
=RT\ln\left(\frac{k_BT}{hk}\,\frac{a}{c^\circ}\right)
=\Delta G^\ddagger+RT\ln\frac a{c^\circ}.
$$

Here $a/c^\circ=0.05$, so the last term is negative:

$$
\Delta G^{\ddagger\circ}
=104.14+3.1844\ln(0.05)
=104.14-9.54
=94.60\ \mathrm{kJ/mol}.
$$

The standard-state barrier is lower because the standard acid concentration is 20 times the actual one, and the reaction would run 20 times faster there if the rate law still held.

Read in the other direction, $\Delta G^\ddagger=\Delta G^{\ddagger\circ}-RT\ln(a/c^\circ)$. Doubling the acid lowers the apparent barrier by $RT\ln2$ and leaves the standard-state barrier unchanged. No molecule has changed; a site merely finds acid more readily. Integrating the full mechanism with doubled acid gives a rate constant of $0.0999\ \mathrm{s^{-1}}$ and a shift of $-2.21$ kJ/mol.

### Separating protonation from cleavage

Now insert $k_2=Kk_s$ and multiply out the logarithm:

$$
\Delta G^{\ddagger\circ}
=RT\ln\frac{k_BT}{hk_s\,Kc^\circ}
=-RT\ln(Kc^\circ)+RT\ln\frac{k_BT}{hk_s}.
$$

The first term is the standard Gibbs energy of protonation. The second is the barrier seen by a protonated site, $\Delta G_s^\ddagger$. Its rate constant follows from the data:

$$
k_s=\frac{k}{Ka}
=\frac{0.05\ \mathrm{s^{-1}}}{5\times10^{-5}}
=1000\ \mathrm{s^{-1}}.
$$

The two contributions are

$$
-RT\ln(Kc^\circ)=-3.1844\ln(10^{-3})=22.00\ \mathrm{kJ/mol},
$$

$$
\Delta G_s^\ddagger
=3.1844\ln\frac{7.980\times10^{12}}{1000}
=72.61\ \mathrm{kJ/mol}.
$$

Their sum agrees with 94.60 kJ/mol to within rounding. The answer to part (b) is therefore 72.61 kJ/mol, not 104.14 kJ/mol. The difference consists of 22.00 kJ/mol for protonation at standard concentration and 9.54 kJ/mol for the acid being more dilute than that.

The division depends on $K$. The rate fixes the product $Kk_s$, but neither factor. Measuring at other acid concentrations does not help as long as $Ka\ll1$, because $k$ stays proportional to $a$. A tenfold larger $K$ would need a tenfold smaller $k_s$ to give the same $k$, moving $RT\ln10$ from the protonation term to the cleavage term.

### When the simple mechanism holds

Let $k_f$ and $k_r$ be the rate constants of protonation and deprotonation, with $K=k_f/k_r$. After a brief start, formation and loss of protonated sites nearly balance:

$$
k_fap=(k_r+k_s)c
\quad\Longrightarrow\quad
c=K'ap,\qquad K'=\frac{k_f}{k_r+k_s}=\frac{K}{1+k_s/k_r}.
$$

The second-order constant becomes

$$
k_2=K'k_s=\frac{k_fk_s}{k_r+k_s}.
$$

This has two limits. If $k_s\ll k_r$, then $k_2\to Kk_s$, the case used above. If $k_s\gg k_r$, then $k_2\to k_f$: each protonated site cleaves before it can lose its proton. Provided the acid stays mostly free, which here requires $k_fp\ll k_s$, the standard-state barrier is then that of protonation, and the rate carries no information on cleavage.

Binding of the acid matters too. If the total acid is $A=a+c$, inserting $c=K'ap$ gives

$$
a=\frac{A}{1+K'p}.
$$

For $K'p\ll1$ nearly all the acid is free, and the decay is exponential. For $K'p\gg1$ nearly all of it is bound, $c\to A$, and sites are lost at the constant rate $k_sA$. As long as $K'p\gg1$ the decay is linear in time, and there is no pseudo-first-order constant to convert. It turns exponential only near the end, once $p$ has fallen below about $1/K'$.

The full rate equations were integrated with $k_r=10^6\ \mathrm{s^{-1}}$ and $k_f=1\ \mathrm{m^3/(mol\,s)}$. Here $k_s/k_r=10^{-3}$, and $Kp$ is at most $10^{-3}$. Both corrections slow the reaction. The fitted rate constant is $0.04994\ \mathrm{s^{-1}}$, about 0.1 % below the ideal value. After 60 s the remaining fraction is 0.04999, against 0.04979 from the exponential. This relative difference of 0.4 % is larger because a small error in the rate is multiplied by the exponent $kt=3$, and because the binding of acid is strongest at early times, before the interval of the fit. On the barrier the effect is about 0.004 kJ/mol.

This agreement rests on the chosen $k_f$, which cannot exceed the rate at which acid diffuses to sites, about $4\pi DrN_A$ for diffusion coefficient $D$, contact radius $r$ and Avogadro constant $N_A$. With $r=0.5$ nm, $k_f=1\ \mathrm{m^3/(mol\,s)}$ needs $D\approx260\ \mathrm{nm^2/s}$, a diffusion length $\sqrt{2Dt}$ of about 180 nm in 60 s. For $D=1\ \mathrm{nm^2/s}$ the limit is about $0.004\ \mathrm{m^3/(mol\,s)}$, only four times $k_2$. In a film with such slow acid transport, protonation is not a fast equilibrium, part of the apparent barrier is due to diffusion, and the split in part (b) does not apply as it stands.

## Solution of part (c)

The Gibbs barrier has an enthalpy part and an entropy part:

$$
\Delta G^\ddagger=\Delta H^\ddagger-T\Delta S^\ddagger .
$$

One value of $\Delta G^\ddagger$ gives one equation for two unknowns. To see what the Arrhenius energy measures, write the Eyring equation as

$$
\ln k=\ln\frac{k_B}{h}+\ln T+\frac{\Delta S^\ddagger}{R}
-\frac{\Delta H^\ddagger}{RT}.
$$

Hold $a$ fixed and treat $\Delta H^\ddagger$ and $\Delta S^\ddagger$ as constant over the small temperature interval. Differentiation gives

$$
\frac{d\ln k}{dT}=\frac1T+\frac{\Delta H^\ddagger}{RT^2}.
$$

The Arrhenius energy is defined as $E_a=RT^2\,d\ln k/dT$, so

$$
E_a=\Delta H^\ddagger+RT=\Delta G^\ddagger+T\Delta S^\ddagger+RT .
$$

It equals $\Delta G^\ddagger$ only if $\Delta S^\ddagger=-R$, and nothing in the data says so.

Consider two possible apparent activation entropies. If $\Delta S^\ddagger=0$, then $\Delta H^\ddagger=104.14$ kJ/mol and $E_a=104.14+3.18$, which is 107.33 kJ/mol before the terms are rounded. If $\Delta S^\ddagger=-50\ \mathrm{J/(mol\,K)}$, then

$$
\Delta H^\ddagger
=104.14+(383)(-0.050)
=84.99\ \mathrm{kJ/mol},
$$

and $E_a=88.18$ kJ/mol. Both choices reproduce $0.05\ \mathrm{s^{-1}}$ at 383 K. At 393 K they predict $0.118\ \mathrm{s^{-1}}$ and $0.101\ \mathrm{s^{-1}}$. The larger enthalpy gives the stronger rise with temperature.

The answer to part (c) is thus that the measured rate alone does not determine the rate at 393 K. A second measurement at another temperature, with the same acid concentration, would give an estimate of $E_a$, and from it $\Delta H^\ddagger$ and $\Delta S^\ddagger$.

The acid concentration must be the same because it enters the apparent entropy. Comparing

$$
\Delta G^\ddagger=\Delta H^{\ddagger\circ}
-T\left(\Delta S^{\ddagger\circ}+R\ln\frac a{c^\circ}\right)
$$

with $\Delta H^\ddagger-T\Delta S^\ddagger$ shows that dilution leaves the enthalpy unchanged and lowers the apparent activation entropy. If acid were lost during the hotter bake, the fall in $a$ would be mistaken for a smaller activation energy.

The main computed values are collected in the numerical output below; the others follow from them by simple arithmetic.

## Numbers as computed

```
Temperature: 383 K
Pseudo-first-order rate constant: 0.050 1/s
Boltzmann constant: 1.380649e-23 J/K
Planck constant: 6.626070e-34 J s
Gas constant: 8.314463 J/(mol K)
Prefactor kB T/h: 7.9804e+12 1/s
Ratio kB T/(h k): 1.5961e+14
Logarithm of ratio: 32.7037
RT: 3.1844 kJ/mol
Apparent Gibbs barrier: 104.14 kJ/mol
Apparent Gibbs barrier: 1.0794 eV per molecule
Half-life: 13.86 s
Protected fraction after 60 s, exponential: 0.04979
Protected fraction after 60 s, mechanism: 0.04999
Barrier change for factor 2 in k: 2.207 kJ/mol
Barrier slope with T at fixed k: 0.2802 kJ/(mol K)
Double-well length a: 1.0e-10 m
Flux model, mass 50 u: potential height 103.46 kJ/mol
Flux model, mass 50 u: Gibbs barrier 104.14 kJ/mol
Flux model, mass 200 u: potential height 101.22 kJ/mol
Flux model, mass 200 u: Gibbs barrier 104.14 kJ/mol
Acid concentration: 50 mol/m^3
Initial protected sites: 1000 mol/m^3
Standard concentration: 1000 mol/m^3
Second-order rate constant k2: 1.000e-03 m^3/(mol s)
Protonation constant K: 1.0e-06 m^3/mol
Cleavage rate constant: 1000.0 1/s
Deprotonation rate constant: 1.0e+06 1/s
Protonation rate constant: 1.00 m^3/(mol s)
Rate constant from mechanism: 0.04994 1/s
Rate constant with doubled acid: 0.09988 1/s
Apparent barrier shift, doubled acid: -2.208 kJ/mol
Standard-state barrier: 94.60 kJ/mol
Standard-state barrier from mechanism: 94.61 kJ/mol
Protonation Gibbs energy: 22.00 kJ/mol
Cleavage Gibbs barrier: 72.61 kJ/mol
Entropy 0 J/(mol K): enthalpy 104.14 kJ/mol
Entropy 0 J/(mol K): Arrhenius energy 107.33 kJ/mol
Entropy 0 J/(mol K): rate constant at 393 K 0.1179 1/s
Entropy -50 J/(mol K): enthalpy 84.99 kJ/mol
Entropy -50 J/(mol K): Arrhenius energy 88.18 kJ/mol
Entropy -50 J/(mol K): rate constant at 393 K 0.1012 1/s
```
